\section*{Why full and diagonal dephasing self-energies differ in a two-barrier chain}

\section{The two self-energies}

Q. I want to model a wire with two barriers in which electrons lose their phase. I am told to add a self-energy proportional to the Green's function, either the whole matrix or just its diagonal. What exactly is being added?

A. Take a chain with one orbital per site, hopping $-t$ and on-site energies $V_j$:
\begin{equation}
E\psi_j=V_j\psi_j-t\psi_{j-1}-t\psi_{j+1}.
\end{equation}
Sites $1,\dots,N$ form the device. The leads have $V_j=0$, no dephasing, and waves $e^{\pm ikj}$ with $E=-2t\cos k$. Let $v=2t\sin k$, which is $\hbar$ times the velocity in sites per unit time. An outgoing wave obeys $\psi_{N+1}=e^{ik}\psi_N$, so each lead adds $-te^{ik}$ to its end site. The corresponding broadening is $-2\,\mathrm{Im}(-te^{ik})=v$.

With $A=E-H-\Sigma_{\rm leads}$, the retarded function and the electron correlation function are
\begin{equation}
G=(A-\Sigma)^{-1},\qquad G^n=G(S+\Sigma^{in})G^\dagger .
\end{equation}
For unit filling of the left lead and an empty right lead, the only element of $S$ is $S_{11}=v$, and the transmission is $T=vG^n_{NN}$. Dephasing enters through
\begin{equation}
\Sigma_{ij}=D_{ij}G_{ij},\qquad \Sigma^{in}_{ij}=D_{ij}G^n_{ij},
\label{eq:D}
\end{equation}
with $D$ real and symmetric. In the full model $D_{ij}=d$ for every pair of sites; in the diagonal model $D_{ij}=d\,\delta_{ij}$. If a random potential $U_j$ has zero mean, its second-order average gives $\langle U_iG_{ij}U_j\rangle=D_{ij}G_{ij}$ with $D_{ij}=\langle U_iU_j\rangle$. The full model thus describes a potential common to all device sites, the diagonal model one that is independent from site to site.

Q. Does this lose electrons?

A. No. With $\mathcal A=i(G-G^\dagger)$, the scattering broadening is $D_{ij}\mathcal A_{ij}$, and the net current fed in by scattering is proportional to
\begin{equation}
\sum_{ij}D_{ij}\left(G^n_{ij}\mathcal A_{ji}-\mathcal A_{ij}G^n_{ji}\right)=0,
\end{equation}
because exchanging $i$ and $j$ in the second term reproduces the first. This holds at each energy, so the dephasing is elastic. I use linear response at zero temperature with spin degeneracy. Resistance is then $1/T$ in units of $h/2e^2$, contact resistance included.

\section{Momentum}

Q. Which of the two changes an electron's momentum?

A. Put one state $k$ on a uniform ring of $N$ sites, $G^n_{ij}=e^{ik(i-j)}/N$, and let $D$ depend only on $r=i-j$. The weight scattered into $k'$ is
\begin{align}
\langle k'|\Sigma^{in}|k'\rangle
&=\frac1{N^2}\sum_{ij}D(i-j)e^{-i(k'-k)(i-j)}\nonumber\\
&=\frac1N\sum_rD(r)e^{-i(k'-k)r}.
\end{align}
One sum gave a factor $N$ because the ring is uniform. A constant $D=d$ gives $d\,\delta_{kk'}$: the electron is returned to the state it came from. A diagonal $D$ gives $d/N$ for every $k'$. On 24 sites with $d=1$, the full model gives weight 1 to $k$ and 0 to $-k$; the diagonal model gives $1/24=0.0417$ to each.

Q. But the full matrix contains the diagonal. How can adding elements remove scattering?

A. The elements add with phases. Consider a clean open chain and first order in $D$. The bare Green's function is
\begin{equation}
G^0_{ij}=\frac{e^{ik|i-j|}}{iv},
\end{equation}
since at $i=j$ the equation of motion gives $(E+2te^{ik})/(iv)=2it\sin k/(iv)=1$. Injection from the left produces $G^{n}_{ij}=G^0_{i1}\,v\,G^{0*}_{j1}=e^{ik(i-j)}/v$. Scattering re-emits this, and the part absorbed by the left lead is
\begin{align}
R&=v\sum_{ij}G^0_{1i}D_{ij}\frac{e^{ik(i-j)}}{v}G^{0*}_{1j}\nonumber\\
&=\frac1{v^2}\sum_{ij}D_{ij}e^{2ik(i-j)} .
\label{eq:R}
\end{align}
The self-energy also causes a mean reflected amplitude $\bar r$ of first order in $D$. It changes the terminal terms $v\mathcal A_{11}$ and $vG^n_{11}$ equally, by $2\,\mathrm{Re}\,\bar r$, so it cancels in the current at this order. Hence $1-T=R$.

For the two models,
\begin{equation}
R_{\rm diag}=\frac{Nd}{v^2},\qquad
R_{\rm full}=\frac{d}{v^2}\left|\sum_{j=1}^Ne^{2ikj}\right|^2=\frac{d}{v^2}\frac{\sin^2Nk}{\sin^2k}.
\end{equation}
The first grows with length; the second is bounded by $d/(v^2\sin^2k)$. So the diagonal part, taken by itself, adds a resistance growing with length, and in the full model the off-diagonal elements cancel that growth once $N$ exceeds $1/\sin^2k$. In shorter chains near a band edge they can add to $R$ instead. The expression for $R_{\rm full}$ also needs $N\sqrt d/v\ll1$, however small $R$ is; longer chains are treated in the last section.

With $E=-0.5t$, so that $v=1.9365t$, and with $N=20$ and $d=10^{-5}t^2$, the diagonal elements contribute $5.333\times10^{-5}$ and the off-diagonal ones $-5.081\times10^{-5}$. The sum is $2.526\times10^{-6}$. Solving the full model self-consistently gives $2.521\times10^{-6}$, lower by 0.2\%.

\section{Phase}

Q. If the full model returns each electron to the same momentum, what happens to its phase?

A. The equations can be solved for any $V_j$. Inserting $\Sigma=dG$ in $(A-\Sigma)G=1$ gives
\begin{equation}
dG^2-AG+1=0 .
\end{equation}
Since $G$ is also a left inverse, $G(A-dG)=1$, so $G$ commutes with $A$. Assume that $A$ can be diagonalized, and let $a$ be an eigenvalue. Then $\mathrm{Im}\,a=v(|\psi_1|^2+|\psi_N|^2)/2$ for its normalized eigenvector. This is positive: if $\psi_1$ vanished, the first row of the eigenvalue equation would give $\psi_2=0$, the next $\psi_3=0$, and so on.

The same recursion fixes the whole eigenvector once $\psi_1$ is given, so each $a$ has only one eigenvector, up to a factor. Because $G$ commutes with $A$, this is also an eigenvector of $G$. Its eigenvalue $g$ obeys $a=dg+1/g$. Write $g=z/\sqrt d$, so that $a=\sqrt d(z+1/z)$. The two roots have product 1. Neither lies on the unit circle, where $a$ would be real. The physical root has $|z|<1$, since it tends to $g=1/a$ as $d\to0$.

Now compare with an average over a rigid energy shift $U$ of the device, distributed as
\begin{equation}
\rho(U)=\frac{\sqrt{4d-U^2}}{2\pi d},\qquad |U|<2\sqrt d .
\end{equation}
This semicircle has variance $d$. With $U=2\sqrt d\cos\theta$, $\rho\,dU$ becomes $(2/\pi)\sin^2\theta\,d\theta$ on $0<\theta<\pi$, and
\begin{align}
\left\langle\frac1{a-U}\right\rangle
&=\frac{2}{\pi\sqrt d}\int_0^\pi\frac{z\sin^2\theta\,d\theta}{1-2z\cos\theta+z^2}\nonumber\\
&=\frac{2}{\pi\sqrt d}\int_0^\pi\sin\theta\sum_{n\ge1}z^n\sin n\theta\,d\theta
=\frac z{\sqrt d}=g .
\end{align}
The series is the imaginary part, for real $z$, of the geometric sum of $(ze^{i\theta})^n$, continued to complex $|z|<1$; orthogonality of the sines leaves $n=1$. Therefore $G=\langle(A-U)^{-1}\rangle$.

Q. That is an average amplitude. Is the current also an average?

A. Yes. Iterating $G^n=G(S+dG^n)G^\dagger$ gives
\begin{equation}
G^n=\sum_{m\ge0}d^mG^{m+1}S(G^\dagger)^{m+1}.
\end{equation}
Between an eigenvalue $a$ of $A$ and an eigenvalue $c$ of $A^\dagger$, the factor multiplying $S$ is a geometric series with ratio $dg_ag_c$, of modulus below 1. Its sum is $g_ag_c/(1-dg_ag_c)$. On the other side, partial fractions give
\begin{equation}
\left\langle\frac1{(a-U)(c-U)}\right\rangle=\frac{g_a-g_c}{c-a}.
\end{equation}
From $a=dg_a+1/g_a$ and the same relation for $c$,
\begin{align}
c-a&=d(g_c-g_a)+\frac{g_a-g_c}{g_ag_c}\nonumber\\
&=(g_a-g_c)\frac{1-dg_ag_c}{g_ag_c}.
\end{align}
The two factors agree, and hence
\begin{equation}
T=\int\rho(U)\,T_U\,dU,
\label{eq:avg}
\end{equation}
where $T_U$ is the coherent transmission with all device sites, barriers included, shifted by $U$.

A uniform shift commutes with translations inside a uniform region, so it cannot turn $k$ into $-k$ there. At fixed $E$ it does change the wave number to $k'$, with $E-U=-2t\cos k'$, and so changes the phase gathered between the barriers. Each member of the average remains coherent; the interference can cancel in their mean if the phases spread widely enough.

\section{Two barriers}

Q. What resistance should I expect once the interference is gone?

A. Let the barriers have transmissions $T_1,T_2$ and reflections $R_1,R_2$. Summing the repeated reflections with round-trip phase $\phi$ gives
\begin{equation}
T(\phi)=\frac{T_1T_2}{|1-qe^{i\phi}|^2},\qquad q=\sqrt{R_1R_2}.
\end{equation}
Expanding both factors of the denominator produces terms $q^{m+n}e^{i(m-n)\phi}$. A uniform average over $\phi$ keeps $m=n$, whose sum is $1/(1-q^2)$. Thus
\begin{equation}
\frac1{\bar T}=\frac{1-(1-T_1)(1-T_2)}{T_1T_2}=\frac1{T_1}+\frac1{T_2}-1 .
\label{eq:series}
\end{equation}
Equivalently, the excess resistances $1/T-1$ add, and the contact resistance is counted once.

Q. Does the average over $U$ make the phase uniform?

A. Only if the barriers are far enough apart. Differentiating $E-U=-2t\cos k'$ gives $dk'/dU=-1/v$ at $U=0$. For separation $L=N-1$ the propagation phase $2k'L$ therefore changes by $-2LU/v$ to first order in $U$. The reflection phases of the shifted barriers change too, by an amount that does not grow with $L$; this estimate leaves it out. The first harmonic is then multiplied by
\begin{equation}
\frac2\pi\int_0^\pi\sin^2\theta\cos(2x\cos\theta)\,d\theta=\frac{J_1(2x)}x,\qquad x=\frac{2L\sqrt d}{v},
\end{equation}
by the integral representation of the Bessel function $J_1$. For $x\ll1$ the factor is close to 1, and for $x\gg1$ its envelope falls as $x^{-3/2}$. For barriers of moderate reflection, the length to compare with is therefore $v/\sqrt d$. Strong barriers are more sensitive near a resonance: harmonic $m$ has weight $q^m$ and $mx$ in place of $x$, so the transmission there keeps its coherent value only if $x\ll1-q$. Far from a resonance it can stay close to that value at larger $x$.

Q. Can you put numbers on it?

A. Take $E=-0.5t$, $d=0.04t^2$, and a barrier $W=2t$ on the first and last device sites. Then $v/\sqrt d=1.9365/0.2=9.7$ sites. For one barrier site in an otherwise clean chain, $\psi_0=1+W\psi_0/(iv)$, so
\begin{equation}
T_1=\frac1{1+W^2/v^2}=\frac1{1+4/3.75}=0.484,
\end{equation}
and $1/T_1=2.0667$. Equation (\ref{eq:series}) predicts $2(2.0667)-1=3.133$.

For $N=200$ the self-consistent full model gives $T=0.3187$, or $1/T=3.137$, which is 0.13\% above the series value. Coherent wave matching averaged as in (\ref{eq:avg}) gives the same $T$ to the six printed decimals; the test requires agreement within $10^{-7}$.

Changing the length shows the loss of phase. For $N=200$ to 205 the coherent transmission ranges from 0.108 to nearly 1, while the full model stays between 0.3186 and 0.3193. For $N=3$ to 8 the ranges are 0.102 to 0.665 and 0.116 to 0.629: the shortest of these chains keep most of their interference. In the linear estimate above, the harmonic factor is 0.82 at $L=3$ and about $-0.0005$ at $L=199$. The second value shows only that the factor is negligible: over such a length the curvature of the band changes its value.

\section{Resistance of the wire itself}

Q. Does the full model add no resistance at all to a clean wire?

A. It adds a little at the ends, where the shifted device meets unshifted leads. For one shift $U$, normalize the transmitted wave by $\psi_N=1$, $\psi_{N+1}=e^{ik}$. With $s_m=\sin(mk')/\sin k'$, the device equation gives
\begin{equation}
\psi_{N-m}=s_{m+1}-e^{ik}s_m ,
\end{equation}
which has the right values at $m=0$ and $m=-1$. In the left lead $\psi_j=\alpha e^{ikj}+\beta e^{-ikj}$, so
\begin{align}
-2i\sin k\,\beta&=\psi_1-e^{ik}\psi_0\nonumber\\
&=s_N(1+e^{2ik})-e^{ik}(s_{N-1}+s_{N+1})\nonumber\\
&=e^{ik}s_N(2\cos k-2\cos k')=-e^{ik}s_N\,U/t .
\end{align}
Here $s_{N-1}+s_{N+1}=2\cos k'\,s_N$ was used. Flux conservation, $|\alpha|^2-|\beta|^2=1$, then gives
\begin{equation}
\frac1{T_U}=|\alpha|^2=1+\frac{U^2}{v^2}\frac{\sin^2Nk'}{\sin^2k'} .
\end{equation}
Because $1/T$ is convex, $1/\langle T_U\rangle\le\langle1/T_U\rangle$. Replacing $\sin^2Nk'$ by 1 bounds the resistance at any length, provided every shifted energy $E-U$ stays inside the band, away from its edges. Here the bound is 1.0117. The computed resistances are 1.0055, 1.0058, 1.0058 and 1.0058 for $N=50$, 100, 200 and 400. Replacing $\sin^2Nk'$ by its mean $1/2$, and $\sin k'$ by $\sin k$ for small shifts, gives the long-chain estimate $1+d/(2v^2\sin^2k)=1.0057$.

Q. And the diagonal model?

A. Its scattering rate, as an energy, is $\gamma=-2d\,\mathrm{Im}\,G_{ii}=2d/v$. An electron crosses a site in time $\hbar/v$, so it scatters with probability $\gamma/v=2d/v^2$ per site. A single-site source emits equally to both sides, which leaves a backscattering probability $b=d/v^2$ per site, in agreement with (\ref{eq:R}).

If interference between scatterings at different sites is neglected, the right- and left-moving currents $I_\pm$ obey
\begin{equation}
\frac{dI_+}{dx}=\frac{dI_-}{dx}=-b(I_+-I_-).
\end{equation}
The difference $I_+-I_-$ is constant and equals $T$, since $I_-(N)=0$. Thus $I_+$ falls linearly from 1 to $T$, so $1-T=bNT$ and
\begin{equation}
\frac1T=1+\frac{Nd}{v^2}.
\end{equation}
Here $d/v^2=0.04/3.75=0.010667$. At $N=200$ the formula gives 3.1333 and the self-consistent solution 3.1332. The result requires $v$ not to be small: near a band edge $d/v^2$ grows without limit and the weak-scattering argument fails.

Q. So does the diagonal model also remove the interference between my barriers?

A. It does, by a different law. The self-energy $-i\gamma/2$ damps the unscattered amplitude as $e^{-\gamma x/2v}$. Over a round trip $2L$ this alone gives $e^{-\gamma L/v}=e^{-2Ld/v^2}$. The self-energy is not uniform, however. The wave reflected by a barrier at $x=0$ adds to $G_{xx}$ a term $f(x)e^{2i\kappa x}$, with $\kappa=k+id/v^2$, and $d$ times this term acts as a potential. Since $G_{xy}G_{yx}=-e^{2i\kappa|x-y|}/v^2$, the sites $y<x$ contribute in phase, $f(x)=f(0)-(d/v^2)\sum_{y<x}f(y)$, while those with $y>x$ oscillate and nearly cancel. Thus $f$ decays as $e^{-xd/v^2}$, and the round-trip factor becomes $e^{-3Ld/v^2}$. The characteristic length is $v^2/3d=31$ sites, against 9.7 sites in the full model at the same $d$. At $L=299$ the factor is $e^{-9.6}\approx7\times10^{-5}$.

For $N=300$, 301 and 302 the coherent transmission jumps between 0.146, 0.473 and 0.103. The diagonal model gives resistances 6.357, 6.368 and 6.379, which differ by about one $d/v^2$ per added site.

Q. Then for the same two barriers at $N=200$, which resistance would I measure?

A. The full model gives $3.137\times12.906=40.5$ k$\Omega$. In the diagonal model, adding excess resistances predicts $3.133+200(0.010667)=5.267$. The solution is 5.291, or 68.3 k$\Omega$. The remaining 0.024 is nearly the same at $N=300$ and 400, while the slope between those lengths is 0.010666 per site. The extra term therefore does not grow with the wire. The sum used here, of the excess resistances of the coherent barriers and of the clean wire, does not contain this term, and its origin is not derived here.

Q. How do I choose between the models for a real wire?

A. Ask over what distance the fluctuating potential is correlated. If it is nearly uniform across the device, the full model is the suitable one, with a semicircular distribution of shifts standing in for the actual distribution: the phase between the barriers varies, while the wire itself adds little resistance if the shifts are weak and the energy is well away from the band edges. If it varies independently from site to site, the diagonal model is the suitable one, provided that interference between scatterings at different sites can be neglected. For a static potential this requires $Nd/v^2$ to be small, here $N$ well below $v^2/d=94$ sites. The examples above with $N\ge200$ lie outside that range: they are properties of the model, not of a wire with frozen disorder. For correlations of intermediate range but much shorter than the wire, (\ref{eq:R}) gives a weak backscattering per site of $v^{-2}\sum_rD(r)e^{2ikr}$. To first order in $D$, what matters is how strongly the potential can supply the momentum $2k$. When this Fourier component is very small, as for a smooth correlation function, higher orders in $D$ can dominate the backscattering.

Neither model exchanges energy with the electrons. Both keep the self-consistent Born terms and the matching ladder for $G^n$, and drop crossed pairings of the random potential. The diagonal model therefore does not describe the localization caused by static disorder in a long one-dimensional wire. The values obtained by numerical solution are collected in the output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
energy E = -0.50 t; barrier W = 2.00 t
dephasing strength d = 0.040 t^2
k = 1.3181 rad per site; v = 1.9365 t
largest shift 2 sqrt(d) = 0.400 t
dephasing scale v/sqrt(d) = 9.68 sites
ring of 24 sites, weight k->k and k->-k:
  full: 1.0000, 0.0000
  diagonal: 0.0417, 0.0417
weak test: d = 1e-05 t^2, N = 20
  R full: solved 2.5211e-06, formula 2.5259e-06
  R diag: solved 5.3330e-05, formula 5.3333e-05
max error of G as shift average, N=12: 1.0e-11 1/t
one barrier: T1 = 0.4839, 1/T1 = 2.0667 h/2e^2
two barriers in series, no phase: 3.1333 h/2e^2
  corresponding T = 0.3191
two barriers N=200, full model: T = 0.318737
  averaged wave matching:    T = 0.318737
  resistance = 3.1374 h/2e^2
phase harmonic factor, L=3: 0.8199
phase harmonic factor, L=199: -0.00053
N=3..8 coherent T: 0.1019 to 0.6648
N=3..8 full-model T: 0.1160 to 0.6285
N=200..205 coherent T: 0.1076 to 0.9996
N=200..205 full-model T: 0.3186 to 0.3193
clean, full model, N=50: 1.00550 h/2e^2
clean, full model, N=100: 1.00579 h/2e^2
clean, full model, N=200: 1.00582 h/2e^2
clean, full model, N=400: 1.00577 h/2e^2
bound for clean full model: 1.01170 h/2e^2
clean, diagonal, N=50: 1.5333; formula 1.5333 h/2e^2
clean, diagonal, N=100: 2.0666; formula 2.0667 h/2e^2
clean, diagonal, N=200: 3.1332; formula 3.1333 h/2e^2
scattering rate: solved 0.04131 t, 2d/v = 0.04131 t
slope d/v^2 = 0.010667 h/2e^2 per site
slope solved, clean = 0.010666 h/2e^2 per site
slope solved, barriers = 0.010666 h/2e^2 per site
barriers, diagonal, N=200: 5.2909 h/2e^2
barriers, diagonal, N=300: 6.3573 h/2e^2
barriers, diagonal, N=301: 6.3677 h/2e^2
barriers, diagonal, N=302: 6.3788 h/2e^2
barriers, diagonal, N=400: 7.4239 h/2e^2
  offset from series sum, N=200: +0.0242 h/2e^2
  offset from series sum, N=300: +0.0240 h/2e^2
  offset from series sum, N=400: +0.0239 h/2e^2
coherent T, N=300,301,302: 0.1455, 0.4730, 0.1030
h/2e^2 = 12.9064 kOhm
two barriers N=200, full: 40.49 kOhm
two barriers N=200, diagonal: 68.29 kOhm
\end{verbatim}
